# Dispersion coefficients of quantum Drude oscillators and their inversion: a program that tests the result

```python
"""Dispersion coefficients of quantum Drude oscillators (QDOs), atomic units.

A QDO is a charge q of mass mu bound with frequency omega to a fixed charge -q.
Result under test, for two identical QDOs at distance R:
    alpha = q^2/(mu omega^2),  C6 = (3/4) omega alpha^2,
    C8 = 5 C6/(mu omega),      C10 = (245/8) C6/(mu omega)^2,
and the inverse map (alpha, C6, C8) -> (q, mu, omega).
The interaction energy is E = -C6/R^6 - C8/R^8 - C10/R^10 - ...
sigma^2 = 1/(2 mu omega) is the ground-state variance of one coordinate.
W[l] is the polynomial that multiplies q1 q2 / R^(l+1) in the interaction.
"""
from functools import reduce
from math import comb, factorial, prod, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, roots_laguerre
from sympy import QQ, ring

LMAX = 6
ORDERS = range(2, LMAX + 1)
poly_ring, x1, y1, z1, x2, y2, z2 = ring("x1,y1,z1,x2,y2,z2", QQ)


def odd_factorial(n):
    """n!! for odd n, with (-1)!! = 1."""
    return prod(range(n, 0, -2))


def solid_harmonics(x, y, z):
    """r^l P_l(cos theta) for l = 0..LMAX from the Legendre recurrence."""
    r2 = x**2 + y**2 + z**2
    s = [poly_ring.one, z]
    for l in range(1, LMAX):
        s.append((z * s[l] * (2*l + 1) - r2 * s[l-1] * l) * QQ(1, l + 1))
    return s


s_diff = solid_harmonics(x2 - x1, y2 - y1, z2 - z1)
s_two = solid_harmonics(x2, y2, z2)
s_one = solid_harmonics(-x1, -y1, -z1)
W = {l: (s_diff[l] - s_two[l] - s_one[l]) * (-1)**l for l in ORDERS}

# --- the polynomials against the full Coulomb interaction of four charges
rng = np.random.default_rng(3)
R_test = 100.0
for _ in range(5):
    p = rng.uniform(-0.8, 0.8, 6)
    r1, r2, Rv = p[:3], p[3:], np.array([0.0, 0.0, R_test])
    norm = np.linalg.norm
    coulomb = (1/R_test - 1/norm(Rv + r2) - 1/norm(Rv - r1)
               + 1/norm(Rv + r2 - r1))
    series = sum(float(c) * np.prod(p**np.array(m)) / R_test**(l + 1)
                 for l in (2, 3, 4) for m, c in W[l].terms())
    reach = max(norm(r1), norm(r2), norm(r2 - r1))
    bound = 3 * reach**5 / R_test**6 / (1 - reach/R_test)
    assert abs(coulomb - series) < bound + 1e-16


# --- exact Gaussian averages (unit variance per coordinate)
def gaussian_mean(poly):
    total = QQ(0)
    for powers, c in poly.terms():
        if all(k % 2 == 0 for k in powers):
            total += c * prod(odd_factorial(k - 1) for k in powers)
    return total


variance = {l: gaussian_mean(W[l]**2) for l in (2, 3, 4)}
for l in (2, 3, 4):
    assert gaussian_mean(W[l]) == 0
    assert variance[l] == odd_factorial(2*l - 1) * (2**l - 2)
# third order: nothing at R^-9 and R^-10, first survivor at R^-11
assert gaussian_mean(W[2]**3) == 0
assert gaussian_mean(W[2]**2 * W[3]) == 0
assert gaussian_mean(W[2]**2 * W[4]) != 0

# --- explicit second-order sum over six-dimensional oscillator states
LEVELS = LMAX + 1
step = np.diag(np.sqrt(np.arange(1, LEVELS)), 1)
step = step + step.T
from_ground = [np.linalg.matrix_power(step, k)[:, 0] for k in range(LEVELS)]
occupation = np.indices((LEVELS,) * 6)
quanta = occupation.sum(axis=0)


def second_order(osc1, osc2):
    """Matrix over (l, l') of coefficients of -1/R^(l+l'+2)."""
    (q1, m1, w1), (q2, m2, w2) = osc1, osc2
    widths = [sqrt(0.5/(m1*w1))] * 3 + [sqrt(0.5/(m2*w2))] * 3
    gap = w1 * occupation[:3].sum(axis=0) + w2 * occupation[3:].sum(axis=0)
    gap[(0,) * 6] = np.inf
    amps = []
    for l in ORDERS:
        amp = np.zeros((LEVELS,) * 6)
        for powers, c in W[l].terms():
            cols = [from_ground[k] * s**k for k, s in zip(powers, widths)]
            amp += float(c) * reduce(np.multiply.outer, cols)
        # W[l] lifts the ground state by exactly l quanta
        assert np.abs(amp[quanta != l]).max() < 1e-9 * np.abs(amp).max()
        amps.append(amp)
    table = np.array([[np.sum(a * b / gap) for b in amps] for a in amps])
    scale = np.sqrt(np.outer(np.diag(table), np.diag(table)))
    cross = table - np.diag(np.diag(table))
    assert np.abs(cross / scale).max() < 1e-9
    return (q1 * q2)**2 * np.diag(table)


def field_polarizability(q, mu, omega, field=0.01, size=30):
    """Static polarizability from diagonalization in a finite field."""
    x = np.diag(np.sqrt(np.arange(1, size)), 1) * sqrt(0.5/(mu*omega))
    h0 = np.diag(omega * (np.arange(size) + 0.5))
    low = [np.linalg.eigvalsh(h0 - q*f*(x + x.T))[0]
           for f in (field, 0.0, -field)]
    return -(low[0] - 2*low[1] + low[2]) / field**2


def invert(alpha, c6, c8):
    """Charge, mass and frequency from alpha, C6, C8."""
    return (sqrt(20*c6**2/(3*alpha*c8)), 15*alpha**2/(4*c8),
            4*c6/(3*alpha**2))


# --- identical oscillators: closed formulas and round trip
q, mu, omega = trial = (0.9, 0.8, 0.6)
alpha_num = field_polarizability(*trial)
c6_num, c8_num, c10_num = second_order(trial, trial)[:3]
assert np.isclose(alpha_num, q**2/(mu*omega**2), rtol=1e-8)
assert np.isclose(c6_num, 0.75*omega*alpha_num**2, rtol=1e-8)
assert np.isclose(c8_num, 5*c6_num/(mu*omega), rtol=1e-9)
assert np.isclose(c10_num, 245/8*c6_num/(mu*omega)**2, rtol=1e-9)
assert np.allclose(invert(alpha_num, c6_num, c8_num), trial, rtol=1e-7)

# --- C6 again from exact normal modes of the dipole-coupled pair
R_modes = 15.0
coupling = q**2 / R_modes**3 * np.diag([1.0, 1.0, -2.0])
spring = mu * omega**2 * np.eye(3)
hessian = np.block([[spring, coupling], [coupling, spring]])
modes = np.sqrt(np.linalg.eigvalsh(hessian) / mu)
shift = 0.5 * modes.sum() - 3*omega
assert np.isclose(-shift * R_modes**6, c6_num, rtol=1e-5)


# --- spherical systems: sums over excitations (gap, strength) per multipole
def pair_coefficient(spec_a, spec_b, l):
    total = 0.0
    for a in range(1, l):
        b = l - a
        (gap_a, g_a), (gap_b, g_b) = spec_a[a], spec_b[b]
        total += comb(2*l, 2*a) * np.sum(
            np.outer(g_a, g_b) / np.add.outer(gap_a, gap_b))
    return total


def qdo_spectrum(q, mu, omega):
    var = 0.5/(mu*omega)
    return {a: (np.array([a*omega]),
                np.array([q**2 * odd_factorial(2*a - 1) * var**a]))
            for a in (1, 2, 3)}


other = (1.2, 0.5, 0.9)
unlike = second_order(trial, other)
for i, l in enumerate((2, 3, 4)):
    assert np.isclose(unlike[i], pair_coefficient(
        qdo_spectrum(*trial), qdo_spectrum(*other), l), rtol=1e-9)


def hydrogen_spectrum(size):
    """Pseudostates of hydrogen reached from 1s by r^a, Laguerre basis."""
    nodes, weights = roots_laguerre(40)
    r, w = nodes/2, weights/2          # integrates f(r) exp(-2r)
    spectrum = {}
    for a in (1, 2, 3):
        k = np.arange(size)[:, None]
        lag = eval_genlaguerre(k, 2*a + 2, 2*r)
        dlag = np.zeros_like(lag)
        dlag[1:] = -eval_genlaguerre(k[:-1], 2*a + 3, 2*r)
        size_norm = np.sqrt(((r**(a + 1)*lag)**2) @ w)[:, None]
        lag, dlag = lag/size_norm, dlag/size_norm
        u, u_over_r = r**(a + 1)*lag, r**a*lag
        du = r**a * ((a + 1 - r)*lag + 2*r*dlag)
        overlap = (u*w) @ u.T
        ham = (0.5*(du*w) @ du.T + 0.5*a*(a + 1)*(u_over_r*w) @ u_over_r.T
               - (u*w) @ u_over_r.T)
        energy, vec = eigh((ham + ham.T)/2, overlap)
        radial = vec.T @ ((u*w) @ (r**a * 2*r))
        spectrum[a] = (energy + 0.5, radial**2/(2*a + 1))
        # closure: the strengths add up to <r^(2a)>/(2a+1) of the 1s state
        moment = factorial(2*a + 2)/2**(2*a + 1)
        assert np.isclose(spectrum[a][1].sum(), moment/(2*a + 1), rtol=1e-8)
    return spectrum


small, large = hydrogen_spectrum(15), hydrogen_spectrum(25)
h6, h8, h10 = [pair_coefficient(large, large, l) for l in (2, 3, 4)]
coarse = [pair_coefficient(small, small, l) for l in (2, 3, 4)]
assert np.allclose(coarse, [h6, h8, h10], rtol=1e-5)  # basis convergence
h_alpha = 2*np.sum(large[1][1]/large[1][0])
h_dipole2 = 3*large[1][1].sum()

# --- the oscillator that represents hydrogen
fit = invert(h_alpha, h6, h8)
fq, fmu, fomega = fit
f6, f8, f10 = second_order(fit, fit)[:3]
assert np.isclose(field_polarizability(*fit), h_alpha, rtol=1e-7)
assert np.allclose([f6, f8], [h6, h8], rtol=1e-8)
assert np.isclose(f10, 49/40*h8**2/h6, rtol=1e-8)
f_sigma2 = 0.5/(fmu*fomega)
hartree_ev = physical_constants["Hartree energy in eV"][0]
R = 12.0

print("Gaussian averages <W_l^2>/sigma^(2l), dimensionless")
for l in (2, 3, 4):
    print(f"  l = {l}: {int(variance[l])}")
print("Trial oscillator, explicit sums (atomic units)")
print(f"  q = {q}, mu = {mu}, omega = {omega}")
print(f"  alpha = {alpha_num:.6f}")
print(f"  C6    = {c6_num:.6f}")
print(f"  C8    = {c8_num:.6f}")
print(f"  C10   = {c10_num:.5f}")
print(f"  C6 from normal modes at R = {R_modes:.0f}: {-shift*R_modes**6:.6f}")
print("Hydrogen atom, computed (atomic units)")
print(f"  alpha = {h_alpha:.6f}")
print(f"  C6    = {h6:.5f}")
print(f"  C8    = {h8:.3f}")
print(f"  C10   = {h10:.2f}")
print("Oscillator fixed by alpha, C6, C8 of hydrogen (atomic units)")
print(f"  omega   = {fomega:.5f} hartree/hbar")
print(f"  hbar*omega = {fomega*hartree_ev:.3f} eV")
print(f"  mu      = {fmu:.5f} electron masses")
print(f"  q^2     = {fq**2:.5f} e^2")
print(f"  q       = {fq:.5f} e")
print(f"  sigma^2 = {f_sigma2:.5f} bohr^2")
print(f"  sigma   = {sqrt(f_sigma2):.5f} bohr")
print("Predictions of the oscillator against the atom (atomic units)")
print(f"  C10, oscillator = {f10:.2f}")
print(f"  C10, oscillator/atom = {f10/h10:.4f}")
print(f"  mean-square dipole, oscillator = {3*fq**2*f_sigma2:.4f} e^2 bohr^2")
print(f"  mean-square dipole, atom       = {h_dipole2:.4f} e^2 bohr^2")
print(f"Energy terms at R = {R:.0f} bohr (microhartree)")
print(f"  -C6/R^6              = {-h6/R**6*1e6:.4f}")
print(f"  -C8/R^8              = {-h8/R**8*1e6:.4f}")
print(f"  -C10/R^10 oscillator = {-f10/R**10*1e6:.4f}")
print(f"  -C10/R^10 atom       = {-h10/R**10*1e6:.4f}")
print("PASS")
```

Output:

```
Gaussian averages <W_l^2>/sigma^(2l), dimensionless
  l = 2: 6
  l = 3: 90
  l = 4: 1470
Trial oscillator, explicit sums (atomic units)
  q = 0.9, mu = 0.8, omega = 0.6
  alpha = 2.812500
  C6    = 3.559570
  C8    = 37.078857
  C10   = 473.14167
  C6 from normal modes at R = 15: 3.559573
Hydrogen atom, computed (atomic units)
  alpha = 4.500000
  C6    = 6.49903
  C8    = 124.399
  C10   = 3285.83
Oscillator fixed by alpha, C6, C8 of hydrogen (atomic units)
  omega   = 0.42792 hartree/hbar
  hbar*omega = 11.644 eV
  mu      = 0.61043 electron masses
  q^2     = 0.50301 e^2
  q       = 0.70923 e
  sigma^2 = 1.91412 bohr^2
  sigma   = 1.38352 bohr
Predictions of the oscillator against the atom (atomic units)
  C10, oscillator = 2916.90
  C10, oscillator/atom = 0.8877
  mean-square dipole, oscillator = 2.8885 e^2 bohr^2
  mean-square dipole, atom       = 3.0000 e^2 bohr^2
Energy terms at R = 12 bohr (microhartree)
  -C6/R^6              = -2.1765
  -C8/R^8              = -0.2893
  -C10/R^10 oscillator = -0.0471
  -C10/R^10 atom       = -0.0531
PASS
```
